\section*{Crystal rainbows: where the classical channelled intensity diverges}

\section{A case that can be seen through}

Let fast ions of momentum $p$ and speed $v_0$ cross a thin crystal of thickness $L$ whose potential energy is $U=U_0\cos qx$, with $U_0>0$. If they hardly move sideways inside, each receives the transverse impulse $-U'(x)L/v_0$. Division by $p$ gives the exit angle
\begin{equation}
\theta(x)=\theta_m\sin qx,\qquad \theta_m=\frac{qU_0L}{P},\qquad P=pv_0 .
\end{equation}
For uniform entry over one period $2\pi/q$, an angle $|\theta|<\theta_m$ has two entry points. At both, $|d\theta/dx|=q\theta_m|\cos qx|=q\sqrt{\theta_m^2-\theta^2}$. The density of exit angles is therefore
\begin{equation}
I(\theta)=\frac{q}{2\pi}\,\frac{2}{q\sqrt{\theta_m^2-\theta^2}}
=\frac{1}{\pi\sqrt{\theta_m^2-\theta^2}} .
\end{equation}
It diverges at $\theta=\pm\theta_m$, where the derivative of the map vanishes. Putting $\theta=\theta_m-s$ gives $I\simeq1/(\pi\sqrt{2\theta_m s})$. The singularity is one-sided and integrable: many ions share nearly the same largest deflection, but their number is finite.

With two transverse coordinates the derivative becomes a Jacobian determinant, and the endpoints become curves.

\section{Model and conventions}

Let $b=(x,y)$ be the entry position and $\theta=(\theta_x,\theta_y)$ the transverse angle. The beam is parallel, aligned with the atomic strings and uniform over a transverse cell of area $a_c$. Angles are small, energy loss and random scattering are omitted, and the potential energy $U(b)$ is averaged along the strings. From $p\,d\theta/dt=-\nabla U$ and $dz=v_0dt$,
\begin{equation}
b'=\theta,\qquad \theta'=-\nabla U(b)/P,\qquad \theta(0)=0, \label{motion}
\end{equation}
where primes denote $d/dz$.

In Gaussian units the Moli\`ere ion--atom energy is $(Z_1Z_2e^2/r)\sum_i\alpha_ie^{-\beta_ir}$, with Fourier transform $4\pi Z_1Z_2e^2\sum_i\alpha_i/(k^2+\beta_i^2)$. Averaging along a string with atomic spacing $d$ keeps $k_z=0$ and divides by $d$. Summing over a lattice with one string per cell divides by $a_c$. Independent Gaussian displacements of rms $\sigma$ per axis multiply by $e^{-G^2\sigma^2/2}$. Thus
\begin{equation}
U_G=\frac{4\pi Z_1Z_2e^2}{d\,a_c}
\sum_i\frac{\alpha_i}{G^2+\beta_i^2}e^{-G^2\sigma^2/2},
\qquad U(b)=\sum_{G\ne0}U_Ge^{iG\cdot b}.
\end{equation}
The omitted $G=0$ term exerts no force. The Gaussian factor makes $U$ analytic.

Let $b_L(b)$ be the exit position, and define
\begin{equation}
M=\frac{\partial b_L}{\partial b},\qquad
A=\frac{\partial\theta}{\partial b},\qquad J=\det A .
\end{equation}
Differentiating (\ref{motion}) with respect to $b$ gives
\begin{equation}
M'=A,\quad A'=-HM/P,\quad M(0)=1,\quad A(0)=0, \label{tangent}
\end{equation}
where $H$ is the Hessian of $U$ on the trajectory. Shifting the entry point by a lattice vector shifts the whole trajectory, so $\theta(b)$ is periodic.

\section{Theorem}

Assume that $J$ is not identically zero. In the model above:

(a) For almost every angle, with the sum taken over entry points in one cell,
\begin{equation}
I(\theta)=\sum_{b_i:\,\theta(b_i)=\theta}\frac{1}{a_c|J(b_i)|}. \label{density}
\end{equation}
Near any angle that is not the image of a zero of $J$, $I$ is finite and smooth.

(b) If $J(b_0)=0$, then $I$ is unbounded in every neighbourhood of $\theta(b_0)$.

(c) $J$ takes both signs, so its zero set is not empty.

(d) Let $A(b_0)$ have one nonzero singular value $\tau$, and unit null vectors $Av=0$, $u^TA=0$. If $\kappa=u\cdot D^2\theta[v,v]\ne0$, the point is a fold. At distance $s$ along the normal, on its bright side, the two merging branches contribute
\begin{equation}
I\simeq\frac{\sqrt2}{a_c\,\tau\sqrt{|\kappa|s}} . \label{fold}
\end{equation}

(e) If $\kappa=0$ but the third derivative $\mu$ defined in (\ref{mu}) is nonzero, the local contribution on either side along the direction $u$ is
\begin{equation}
I\simeq\frac{1}{a_c\tau(|\mu|/2)(6s/|\mu|)^{2/3}} . \label{cusp}
\end{equation}

The images of the curves $J=0$ are the rainbow curves. ``Singular'' means an unbounded density, not an infinite number of ions.

\section{Proof of the global statements}

\paragraph{Parts (a) and (b).}
The flow of an analytic equation is analytic, so $J$ is analytic and its zero set has zero area. Elsewhere the map is locally invertible and $d^2\theta=|J|d^2b$. Each branch carries $d^2b/a_c$ ions per entering ion, which gives (\ref{density}). The cell is compact, so an angle with no critical preimage has finitely many preimages. They move smoothly with the angle, and no others can appear in a small enough neighbourhood.

Now let $D_r$ be a disc of radius $r$ around a zero $b_0$, with image $K_r$. At least $\pi r^2/a_c$ ions land in $K_r$, whose area is at most $\int_{D_r}|J|\,d^2b$. The mean density in $K_r$ therefore satisfies
\begin{equation}
\langle I\rangle_{K_r}\ge
\frac{\pi r^2}{a_c\int_{D_r}|J|\,d^2b}
\ge\frac{1}{a_c\max_{D_r}|J|}\longrightarrow\infty
\end{equation}
as $r\to0$, while $K_r$ shrinks to $\theta(b_0)$. This argument does not need to know the type of zero.

\paragraph{Part (c).}
Expanding the derivatives, and cancelling the mixed second derivatives, gives
\begin{align}
\partial_x(\theta_x\partial_y\theta_y)-\partial_y(\theta_x\partial_x\theta_y)
&=\partial_x\theta_x\,\partial_y\theta_y-\partial_y\theta_x\,\partial_x\theta_y\notag\\
&=J .
\end{align}
Since $\theta$ is periodic, the boundary terms cancel and $\int_{\rm cell}J\,d^2b=0$. A continuous function with zero integral that is not identically zero takes both signs, so it vanishes between them. Smoothness at the string cores matters here; an unsmoothed potential, singular on a string, is outside this proof.

\section{Folds and cusps}

Write $A(b_0)=\tau e_l e_r^T$, where $e_l\perp u$ and $e_r\perp v$ are unit vectors. Use local coordinates
\begin{align}
b&=b_0+tv+q\,e_r,\notag\\
\eta&=e_l\cdot[\theta(b)-\theta(b_0)],\qquad
F=u\cdot[\theta(b)-\theta(b_0)].
\end{align}
Because $\partial\eta/\partial q=\tau\ne0$ at the origin, $q$ can be replaced by $\eta$ as a coordinate. The map then factors as $(t,q)\to(t,\eta)\to(F,\eta)$, so
\begin{equation}
|J|=\left|\frac{\partial\eta}{\partial q}\right|
\left|\frac{\partial F}{\partial t}\right|_{\eta}. \label{factor}
\end{equation}

On $\eta=0$, the first derivative of $\eta$ gives $q'(0)=0$, since $Av=0$. Its second derivative gives
\begin{equation}
0=e_l\cdot D^2\theta[v,v]+\tau q''(0).
\end{equation}
With $w=q''(0)e_r=-\tau^{-1}(e_l\cdot D^2\theta[v,v])e_r$, the path is $b_0+tv+\tfrac12t^2w+O(t^3)$. Since $u^TA=0$, terms in which $A$ acts on path derivatives drop out:
\begin{align}
F_t&=0,\qquad F_{tt}=\kappa,\notag\\
F_{ttt}&=\mu=u\cdot D^3\theta[v,v,v]+3u\cdot D^2\theta[v,w]. \label{mu}
\end{align}
The formula for $F_{ttt}$ holds whether or not $\kappa$ vanishes.

\paragraph{Fold.}
For $\kappa\ne0$, $F=\kappa t^2/2+O(t^3)$. At $F=\operatorname{sgn}(\kappa)s$, two points lie at $t\simeq\pm\sqrt{2s/|\kappa|}$. Equation (\ref{factor}) gives for each
\begin{equation}
|J|\simeq\tau|\kappa||t|=\tau\sqrt{2|\kappa|s}.
\end{equation}
Adding their two equal contributions gives (\ref{fold}). For the other sign of $F$ this pair is absent, though distant branches may still contribute.

Differentiating (\ref{factor}) along $v$ also gives $|v\cdot\nabla J|=\tau|\kappa|$. The null direction therefore crosses the critical curve at a fold. A displacement along that curve has an image parallel to $e_l$, so $u$ is normal to the rainbow.

\paragraph{Cusp.}
For $\kappa=0$ and $\mu\ne0$, $F\simeq\mu t^3/6$, so $|t|\simeq(6s/|\mu|)^{1/3}$. Then $|J|\simeq\tau|\mu|t^2/2$, which is (\ref{cusp}). Away from $\eta=0$ the leading shape is
\begin{equation}
F\simeq\frac{\mu t^3}{6}+\nu\eta t+\frac{c\eta^2}{2},
\qquad \nu=\frac{u\cdot D^2\theta[v,e_r]}{\tau},
\end{equation}
with $c=F_{\eta\eta}$. If $\nu\ne0$, the condition $F_t=0$ gives $\nu\eta=-\mu t^2/2$. Substitution gives $F-c\eta^2/2=-\mu t^3/3$. Thus $\eta\propto t^2$ and the offset is proportional to $t^3$: two rainbow arcs meet in a semicubical cusp. This completes the proof.

\paragraph{Both singular values zero.}
Formulas (\ref{fold}) and (\ref{cusp}) do not apply when $A=0$, although (b) does. At the centre of a square channel, symmetry gives $H=U_{xx}1$ and an ion entering there stays there. Equations (\ref{tangent}) then yield
\begin{equation}
A=-\omega\sin(\omega L)\,1,\qquad \omega^2=U_{xx}/P. \label{centre}
\end{equation}
At $\omega L=\pi$ both singular values vanish. Inversion symmetry makes $\theta$ odd about the centre, so its first possible term is cubic and $J$ is then quartic. In directions where neither leading form vanishes, $I\propto|\theta|^{-4/3}$.

\section{Thin crystals and symmetry}

At entry $\theta=0$, so $\theta''=-H\theta/P=0$. Differentiating once more leaves $\theta'''=-H\theta'/P=H\nabla U/P^2$. Hence
\begin{equation}
\theta=-\frac{L}{P}\nabla U+\frac{L^3}{6P^2}H\nabla U+O(L^5),
\qquad J\simeq\left(\frac LP\right)^2\det H. \label{thin}
\end{equation}
The fifth-order remainder follows because reversing $z$ reverses $\theta$ for an ion starting with zero angle. In the thin limit the critical curves are the zeros of the Hessian determinant.

Consider a square lattice of repulsive strings with a minimum of $U$ at the channel centre. Towards the saddle between two neighbouring strings, the curvature along the path changes from positive to negative. Towards a string, where $U$ has a maximum, the curvature across the diagonal also changes sign. Each change gives a zero of $\det H$.

The diagonal zero has $\kappa=0$ by symmetry. Reflection in the diagonal makes $A$ diagonal in the parallel and perpendicular directions. When the perpendicular entry vanishes, $u$ and $v$ are both perpendicular. Then $u\cdot\theta(b_0+tv)$ is odd in $t$, so its second derivative is zero. This last argument holds at any thickness.

\section{Protons in a silicon membrane}

Take 2 MeV protons along $\langle100\rangle$ of a 55 nm silicon membrane, with $a=0.5431$ nm and $\sigma=0.0075$ nm. The projected strings form a square lattice of side $a/\sqrt8=0.1920$ nm, so $a_c=a^2/8=0.03687$ nm$^2$, and $d=a$. The Moli\`ere parameters are $\alpha=(0.10,0.55,0.35)$ and $\beta=(6,1.2,0.3)/a_s$, with $a_s=0.01944$ nm. Relativistic kinematics gives $P=3.996$ MeV.

At the centre, $\omega L=1.046$. Equation (\ref{centre}) gives $|A_{xx}|=0.01903\sin(1.046)=0.0165$ rad/nm, or $16.5$ mrad/nm. The central branch has density $1/(0.03687\times16.5^2)\simeq0.100$ mrad$^{-2}$ per entering ion. The double zero would occur at 165 nm.

Around the channel centre, the critical curve has four points where the null vector becomes tangent to it, two on each diagonal, at equal distances on opposite sides of the centre. They are cusps provided $J$ crosses zero there with nonzero slope, which is the condition $\nu\ne0$. The diagonal points lie 0.0608 nm from the centre and map to 1.355 mrad. The folds on the lines towards the saddles lie at 0.0578 nm and map to 0.676 mrad, or $0.039^\circ$. Other critical curves near the strings are not analysed; the averaging along the strings is least reliable there. The numbers above belong to the Moli\`ere potential and are not predictions for silicon to the digits shown. They probe the ion--atom potential several screening lengths from the nucleus, where common fits differ. The Doyle--Turner potential, fitted to atomic Hartree--Fock densities, moves the axis and diagonal angles to 0.74 and 1.41 mrad; the ZBL potential moves them to 0.40 and 0.78 mrad.

On a ray $15^\circ$ from the saddle direction, $\tau=30.28$ mrad/nm and $|\kappa|=679.6$ mrad/nm$^2$. Equation (\ref{fold}) gives
\begin{equation}
I\sqrt s=\frac{1.4142}{0.03687\times30.28\times\sqrt{679.6}}
=0.0486\ {\rm mrad}^{-3/2}.
\end{equation}
At $s=0.001$ mrad the pair contributes 1.54 mrad$^{-2}$. The entry areas landing in a narrow strip across this fold, counted out to $s=1.36$ and $5.44$ $\mu$rad, are 1.001 and 1.004 times the areas predicted by the law. Here $|A_{xy}-A_{yx}|/\tau=0.069$, so left and right null vectors must be distinguished.

At the diagonal points, $\tau=32.32$ mrad/nm and $|\mu|=2.12\times10^4$ mrad/nm$^3$, which give $Is^{2/3}=0.0184$ mrad$^{-4/3}$. Entry points solved for at two distances differing by a factor of eight give the exponent $-0.6668$, against $-2/3$.

The impulse formula puts the axis fold at 0.0517 nm and 0.688 mrad. Its angle is 1.7\% above the trajectory result, although $\omega L$ is not small. Equation (\ref{thin}) shows why the gap is small: on the axis the correction is proportional to $U_{xx}U_x$, and $U_{xx}=0$ at the thin-crystal fold. The thin-crystal angle is also stationary there, so a small shift of the fold changes its angle only at second order in the shift. That change is of order $L^5$, like the remainder in (\ref{thin}), so the size and sign of the gap need the next term. The $L^3$ term alone raises the fold angle to 0.703 mrad. With $f=-U_x/P$, the fifth-order term on the axis is $L^5(ff_x^2+3f^2f_{xx})/120$, and including it gives 0.676 mrad. The relative gap grows as $L^4$ and is 0.1\% at half the thickness. The position does move. Setting the $x$ derivative of (\ref{thin}) to zero gives, to leading order,
\begin{equation}
\delta x=\frac{L^2U_x}{6P}=\frac{L|\theta_{\rm thin}|}{6}
=\frac{55\times0.688\times10^{-3}}{6}=0.0063\ {\rm nm}.
\end{equation}
The calculated displacement is 0.0061 nm.

\section{What limits the singularity}

\paragraph{Wave motion.}
From (\ref{tangent}), the derivative of $A^TM-M^TA$ is zero, and so is its initial value. Thus $A^TM=M^TA$. At a fold,
\begin{equation}
\tau e_l\cdot Mv=e_r^TA^TMv=e_r^TM^TAv=0,
\end{equation}
so $Mv$ is parallel to $u$. It is nonzero because the flow in position and angle is invertible and $Av=0$.

With $k=p/\hbar$, the angular-wave phase $\Phi$ of a branch obeys $\nabla_\theta\Phi=-kb_L$. The two exit positions differ by $2|t||u\cdot Mv|$ along $u$. Integrating with $|t|=\sqrt{2s/|\kappa|}$,
\begin{equation}
|\Delta\Phi|=\frac43k|u\cdot Mv|\sqrt{\frac2{|\kappa|}}\,s^{3/2}.
\end{equation}
The branches of ${\rm Ai}(-\zeta)$ have phase difference $4\zeta^{3/2}/3$, apart from a constant. Hence $\zeta=s/\delta$, with
\begin{equation}
\delta=\left(\frac{|\kappa|}2\right)^{1/3}(k|u\cdot Mv|)^{-2/3}.
\end{equation}
The coherent intensity is finite, with its first maximum at $1.0188\,\delta$ on the bright side. One-dimensional wave propagation along the mirror line, with $k$ raised a hundredfold to approach the asymptotic regime, gives $1.03\,\delta$.

For the actual axis fold, $k=3.106\times10^5$ nm$^{-1}$, $|\kappa|=756$ mrad/nm$^2$ and $|u\cdot Mv|=1.065$, so $\delta=0.151$ mrad. A plane wave coherent over many cells of a perfect crystal leaves in diffraction orders $2\pi/(k\times0.1920\ {\rm nm})=0.105$ mrad apart. These orders sample the diffraction pattern of a single cell, for which the Airy curve is only the leading approximation near the fold.

\paragraph{The real membrane.}
The energy and thickness are chosen for illustration, and the vibration amplitude is a rough value for silicon at room temperature. Of the two sources of scattering estimated here, electrons and displaced atoms, electrons give the larger angle at the axis fold. A uniform gas of four valence electrons per atom gives an energy loss of 734 eV. Assigning half of its logarithm to close collisions, where an energy transfer $T$ carries squared momentum $2m_eT$, gives an rms angle of
\begin{equation}
\frac{\sqrt{m_e\,(734\ {\rm eV})/2}}{p}=0.22\ {\rm mrad}
\end{equation}
per axis if all of that momentum is counted as transverse. Removing the part along the beam, $T/v_0$, for transfers between the plasmon energy and $2m_ev_0^2$, lowers this to 0.20 mrad, about 0.3 of the axis rainbow angle. Scattering of this size would smear the classical divergence into a broad edge. The estimate omits core electrons, distant collisions, density variations and refocusing after scattering; it is not a bound. Displaced atoms add about 0.019 mrad along $x$, the direction normal to the axis rainbow, evaluated at the fold's entry position; the $y$ component is different and was not computed. The valence loss is $3.7\times10^{-4}$ of the beam energy, a small effect on the thin-crystal angle, which varies as $1/P$. Beam divergence and surface layers would add further broadening and are not estimated.

A uniform tilt of the beam leaves $\theta(b)$ periodic and $A(0)=0$, so the theorem still applies if $J$ is not identically zero. It generally removes the mirror symmetry that fixed the cusps on the diagonals. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
proton energy: 2.00 MeV; thickness: 55.0 nm
lattice constant: 0.5431 nm; vibration rms per axis: 0.0075 nm
P = pv: 3.9957 MeV; wave number k: 3.1063e+05 1/nm
string cell side: 0.1920 nm; screening length: 0.01944 nm
saddle minus centre potential: 3.0446 eV
same from direct string sum: 3.0446 eV
cell mean of J / mean of |J|, 3 nm crystal: 1.6e-11
centre omega: 0.01903 1/nm; omega L: 1.0464 rad
thickness for double zero at centre: 165.13 nm
centre-branch density: 0.1000 ions/mrad^2 per entering ion
cusps on the channel rainbow: 4
axis fold, entry distance from centre: 0.05782 nm
axis fold, exit angle magnitude: 0.6763 mrad
axis fold in degrees: 0.03875 deg
thin-crystal fold distance: 0.05168 nm
thin-crystal fold angle: 0.6877 mrad
thin-crystal angle / full angle: 1.0169
15 deg fold, distance from centre: 0.05885 nm
15 deg fold, exit angle: 0.8540 mrad
15 deg fold, tau: 30.2806 mrad/nm
15 deg fold, |kappa|: 679.608 mrad/nm^2
15 deg fold, |A_xy - A_yx| / tau: 6.91e-02
15 deg fold, I sqrt(s): 0.0486 mrad^(-3/2)
fold area counted / law, s up to 1.3592 urad: 1.0011
fold area counted / law, s up to 5.4369 urad: 1.0035
cusp, entry distance from centre: 0.06080 nm
cusp, exit angle: 1.3550 mrad
cusp, tau: 32.3218 mrad/nm
cusp, |mu|: 21229.4 mrad/nm^3
cusp, I s^(2/3): 0.0184 mrad^(-4/3)
cusp exponent from preimages: -0.6668
axis fold, |kappa|: 755.984 mrad/nm^2
axis fold, |u.Mv|: 1.0648
first Airy maximum, units of delta: 1.0188
same from wave propagation at 100 k: 1.0300
wave intensity at fold / maximum: 0.4382; Airy: 0.4393
Airy scale delta at actual k: 0.1512 mrad
diffraction-order spacing: 0.1053 mrad
thermal scattering, rms per axis: 0.0191 mrad
valence-electron scattering, rms per axis: 0.2234 mrad
valence plasmon energy: 16.60 eV
valence-electron energy loss: 733.9 eV
energy loss / beam energy: 3.67e-04
\end{verbatim}
